# Variance of the width-averaged gate length with exponentially correlated edges

**Q:** A gate with rough edges has no single length. What quantity are you assigning a variance to?

**A:** Let $y$ run along the gate width, from $0$ to $W$, and let the source-side and drain-side edges lie at $x_l(y)$ and $x_r(y)$. The local gate length and its width average are

$$L(y)=x_r(y)-x_l(y),\qquad \bar L=\frac1W\int_0^W L(y)\,dy .$$

Each device has one value of $\bar L$. The variance is taken over an ensemble of devices with the same nominal length $L_0=\langle L(y)\rangle$ and the same $W$. Angle brackets denote that ensemble average.

**Q:** The transistor does not know about $\bar L$. Why should this average matter electrically?

**A:** It matters to first order, in a model where narrow slices of the gate conduct in parallel. The model neglects current flowing sideways between slices, so it is meant for edges that change little over a distance $L_0$ along the width. Let $j(L)$ be the current per unit width of a slice of length $L$, and write $L=L_0+\delta$. Then

$$\frac IW=\frac1W\int_0^W j(L_0+\delta)\,dy\simeq j(L_0)+j'(L_0)\,\bar\delta+\frac{j''(L_0)}2\,\frac1W\int_0^W\delta^2\,dy ,$$

where $\bar\delta=\bar L-L_0$. The linear term contains the roughness through $\bar L$ alone. The quadratic term does not, so $\bar L$ is a geometric length and not a complete electrical effective length. The expansion also requires $|j'/j|$ times the rms value of $\delta$ to be small. A steep $j(L)$, such as an off-current, can violate this: for $j\propto e^{-b\delta}$ with Gaussian roughness and $b$ times the rms value of $\delta$ equal to 0.7, the spread of $I$ is about 40% larger than the linear term gives, for widths of one and of ten correlation lengths.

**Q:** There are two edges. Do their fluctuations add or cancel?

**A:** That depends on their correlation. Let $\xi_l$ and $\xi_r$ be the deviations of the edges from their mean positions. I assume zero means, equal rms values $\sigma_e$, and an exponential covariance with correlation length $\Lambda$:

$$\langle\xi_l(y)\xi_l(y')\rangle=\langle\xi_r(y)\xi_r(y')\rangle=\sigma_e^2e^{-|y-y'|/\Lambda}.$$

For the cross-covariance I assume the same shape, multiplied by a coefficient $\rho$ between $-1$ and $1$. Since $\delta=\xi_r-\xi_l$, the product $\delta(y)\delta(y')$ has four terms, and the two mixed ones carry minus signs:

$$\langle\delta(y)\delta(y')\rangle=\sigma_e^2(1-\rho-\rho+1)\,e^{-|y-y'|/\Lambda}=\sigma_L^2e^{-|y-y'|/\Lambda},$$

$$\sigma_L^2=2\sigma_e^2(1-\rho).$$

Independent edges, $\rho=0$, give $\sigma_L=\sqrt2\,\sigma_e$. If $\rho=1$ the edges wiggle together and the length does not vary. If $\rho=-1$ they move oppositely and $\sigma_L=2\sigma_e$.

**Q:** Then the rest is easy. There are $W/\Lambda$ independent pieces, so divide $\sigma_L^2$ by $W/\Lambda$.

**A:** The correlation fades gradually, so the number of pieces has to be calculated. Squaring the average gives a double integral:

$$\operatorname{Var}(\bar L)=\langle\bar\delta^2\rangle=\frac1{W^2}\int_0^W\!\!\int_0^W C(y-y')\,dy\,dy',\qquad C(u)=\sigma_L^2e^{-|u|/\Lambda}.$$

The integrand depends on the separation alone. Because $C$ is even, the halves $y>y'$ and $y<y'$ contribute equally. In the first half put $u=y-y'$. At fixed $u$, the point $y'$ can run from $0$ to $W-u$, since $y=y'+u$ must remain on the gate. The integral over $y'$ therefore supplies a factor $W-u$, and

$$\operatorname{Var}(\bar L)=\frac2{W^2}\int_0^W(W-u)\,C(u)\,du .$$

This pair-counting rule holds for any stationary covariance for which the integral exists. It uses second moments and does not require Gaussian edges.

**Q:** Put in the exponential, without skipping the integration.

**A:** Define $w=W/\Lambda$ and substitute $u=Wt$. The factors $W-u=W(1-t)$ and $du=W\,dt$ cancel the $W^2$ in the denominator, leaving

$$\operatorname{Var}(\bar L)=\sigma_L^2F(w),\qquad F(w)=2\int_0^1(1-t)e^{-wt}\,dt .$$

Integrate by parts, differentiating $1-t$ and integrating the exponential to $-e^{-wt}/w$:

$$\int_0^1(1-t)e^{-wt}dt=\left[-\frac{(1-t)e^{-wt}}w\right]_0^1-\frac1w\int_0^1e^{-wt}dt .$$

The bracket vanishes at $t=1$ and contributes $1/w$ after subtraction of its value at $t=0$. The remaining integral is $(1-e^{-w})/w$. Hence

$$\int_0^1(1-t)e^{-wt}dt=\frac1w-\frac{1-e^{-w}}{w^2}=\frac{w-1+e^{-w}}{w^2},$$

$$\boxed{\operatorname{Var}(\bar L)=2\sigma_e^2(1-\rho)\,\frac{2\,(w-1+e^{-w})}{w^2},\qquad w=\frac W\Lambda}$$

**Q:** I see $w^2$ in the denominator. Does the variance blow up for a narrow device?

**A:** No, because the numerator vanishes equally fast. Its constant and linear terms cancel, so the exponential must be expanded to fourth order to obtain $F$ to second order:

$$w-1+e^{-w}=\frac{w^2}2-\frac{w^3}6+\frac{w^4}{24}+O(w^5),$$

$$F(w)=1-\frac w3+\frac{w^2}{12}+O(w^3).$$

As $W/\Lambda\to0$, the variance saturates at $\sigma_L^2$. Physically, the length hardly changes across such a gate, so averaging along it repeats nearly the same value. Each device samples one local length from the ensemble.

**Q:** Does that saturation depend on the exponential form?

**A:** The saturated value does not, provided $C$ is continuous at $u=0$: for small $W$ the rule tends to $C(0)$. The approach to it does depend on the form. The exponential has a kink at zero separation, which produces the linear loss $w/3$. For a smooth covariance $C(u)\simeq\sigma_L^2[1-u^2/(2\ell^2)]$, where $\ell$ is a length that sets its curvature, the fractional loss is

$$\frac2{W^2}\int_0^W(W-u)\frac{u^2}{2\ell^2}du=\frac1{W^2\ell^2}\left(\frac{W^4}3-\frac{W^4}4\right)=\frac{W^2}{12\ell^2},$$

which is quadratic in the width.

**Q:** Now take the wide device. Do I recover my $W/\Lambda$ pieces?

**A:** You recover the scaling, but not the factor. For $w\gg1$ the exponential can be dropped:

$$F(w)\simeq\frac2w-\frac2{w^2},\qquad \operatorname{Var}(\bar L)\to\frac{2\Lambda}W\,\sigma_L^2 .$$

The standard deviation falls as $W^{-1/2}$, and the effective number of independent pieces, $1/F$, grows as $W/(2\Lambda)$ to leading order. The factor of two arises because a point is correlated with neighbours on both sides:

$$\int_{-\infty}^{\infty}e^{-|u|/\Lambda}du=2\Lambda .$$

The correction $-2/w^2$ comes from the ends of the gate. Points near an end lack some of those neighbours. For one end, the missing part of the double integral is

$$\int_0^\infty dy\int_y^\infty e^{-u/\Lambda}du=\int_0^\infty\Lambda e^{-y/\Lambda}dy=\Lambda^2 .$$

Two ends remove $2\Lambda^2$, and division by $W^2$ gives $2/w^2$.

**Q:** Where does one regime give way to the other?

**A:** There is no sharp boundary. Differentiating the integral form gives

$$F'(w)=-2\int_0^1t(1-t)e^{-wt}dt<0,$$

so $F$ decreases steadily from its limit of 1. Also, $e^{-w}<1$ for $w>0$, so the closed form gives $F<2/w$. The two leading laws, $1$ and $2/w$, are therefore upper bounds, and they meet at $w=2$. There

$$F(2)=\frac{1+e^{-2}}2=0.568 .$$

The true standard deviation is $\sqrt{F(2)}\,\sigma_L=0.753\,\sigma_L$, while both leading laws give $\sigma_L$. Relative to the true value, they are about 33% too high at the crossing.

**Q:** If a wide device has a smaller variance, have its edges somehow become smoother?

**A:** No. The variation has moved from between devices to within each device. Expand the mean square variation inside one gate:

$$\frac1W\int_0^W(\delta-\bar\delta)^2dy=\frac1W\int_0^W\delta^2dy-2\bar\delta^2+\bar\delta^2=\frac1W\int_0^W\delta^2dy-\bar\delta^2 .$$

The ensemble average of the first term is $\sigma_L^2$, and that of $\bar\delta^2$ is $\sigma_L^2F$. Thus

$$\left\langle\frac1W\int_0^W(L-\bar L)^2dy\right\rangle=\sigma_L^2\,[1-F(w)] .$$

The parts between and within devices add to $\sigma_L^2$ at every width. In a narrow gate the inside part tends to $\sigma_L^2w/3$; in a wide gate it approaches $\sigma_L^2$.

This also settles the quadratic term in the current. Its ensemble mean is $j''(L_0)\sigma_L^2/2$, whatever the width. Within the slice model and to second order, widening the gate reduces the spread caused by the linear term but leaves this shift of the mean current per unit width. The size of the shift should be trusted only for $\Lambda\gg L_0$, and only if roughness with wavelengths of order $L_0$ or shorter contributes little to it. As a guide, take a wide ohmic sheet between two equipotential edges with $\rho=0$. Sideways current multiplies the contribution of wave number $k$ to the shift by $kL_0\coth kL_0$, which tends to 1 for long waves and grows as $|k|L_0$ for short ones. The spectrum of the exponential covariance falls only as $1/k^2$, so the short-wave part grows logarithmically with the largest wave number present. For $L_0=20$ nm and cutoffs from 0.3 to 3 nm$^{-1}$, the shift is about 1.5 to 3 times the slice value when $\Lambda=L_0$, as in the example below, and about 1.08 to 1.22 times when $\Lambda=10L_0$. In such a sheet even edges with $\rho=1$ shift the current, although the length does not vary. The variance of $\bar L$ is geometric and is not affected.

**Q:** I would trust the result more if it came from a different direction.

**A:** Use wave numbers $k$ along the width. The spectrum of the length variation is the Fourier transform of its covariance. Splitting the integral at $u=0$ gives

$$S(k)=\int_{-\infty}^{\infty}C(u)e^{-iku}du=\sigma_L^2\left[\frac1{1/\Lambda+ik}+\frac1{1/\Lambda-ik}\right]=\frac{2\sigma_L^2\Lambda}{1+k^2\Lambda^2}.$$

Averaging a wave $e^{iky}$ over the gate multiplies it by

$$\frac1W\int_0^We^{iky}dy=e^{ikW/2}\,\frac{\sin(kW/2)}{kW/2}.$$

The phase drops out of the squared magnitude, so

$$\operatorname{Var}(\bar L)=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,S(k)\left[\frac{\sin(kW/2)}{kW/2}\right]^2 .$$

For a narrow gate the filter is close to one wherever the spectrum has appreciable weight, and the integral becomes $C(0)=\sigma_L^2$. For a wide gate the filter selects $k$ near zero. With $x=kW/2$ and $\int_{-\infty}^{\infty}(\sin x/x)^2dx=\pi$, the filter integrates to $1/W$, giving $S(0)/W=2\sigma_L^2\Lambda/W$.

Between the limits, the closed form was tested against numerical evaluations of both this integral and the original double integral. At five values of $w$ from 0.1 to 20, the largest absolute difference in $F$ was $5.2\times10^{-9}$.

**Q:** Give me numbers. How wide is wide?

**A:** Take round model parameters: $L_0=20$ nm, $\sigma_e=0.5$ nm, $\Lambda=20$ nm and $\rho=0$. Then $\sigma_L=\sqrt2\times0.5=0.707$ nm, or 3.5% of $L_0$. For $W=200$ nm, $w=10$ and the exponential is negligible, so

$$F\simeq\frac{2(10-1)}{100}=0.180,\qquad \sqrt{\operatorname{Var}(\bar L)}=0.707\sqrt{0.180}=0.300\ \text{nm}.$$

The table compares this standard deviation with the leading wide law, $\sigma_L\sqrt{2/w}$. All entries are in nm.

| $W$ | Full result | Wide law |
|---:|---:|---:|
| 5 | 0.679 | 2.000 |
| 20 | 0.607 | 1.000 |
| 100 | 0.400 | 0.447 |
| 200 | 0.300 | 0.316 |
| 400 | 0.218 | 0.224 |

Increasing the width fourfold from 5 to 20 nm lowers the standard deviation by about 11%. The same factor from 100 to 400 nm lowers it by about 46%, approaching the 50% expected from $W^{-1/2}$. At 200 nm the wide law is about 5% above the full result. At 5 nm it is nearly three times too large, because it ignores saturation.

**Q:** Suppose I need a standard deviation of 0.20 nm. What width should I draw?

**A:** Let $s$ be the target and $g=s^2/\sigma_L^2$. Here $g=0.04/0.50=0.080$. Assume that $e^{-w}$ will prove negligible, and solve $F=g$:

$$\frac{2(w-1)}{w^2}=g\quad\Longrightarrow\quad gw^2-2w+2=0\quad\Longrightarrow\quad w=\frac{1\pm\sqrt{1-2g}}g .$$

The plus sign gives

$$w=\frac{1+\sqrt{0.84}}{0.080}=23.96,\qquad W=23.96\times20\ \text{nm}=479\ \text{nm}.$$

The neglected exponential is indeed tiny. The minus sign gives $w\simeq1.04$, where the exponential is not small, so that root contradicts the assumption and is discarded. A numerical solution using the spectral integral confirms the wide root. The leading wide law asks for $2\Lambda/g=500$ nm, about 4% more than necessary. These widths belong to the exponential covariance with no device-to-device offset, and the model assumptions matter more than the 4%. With the same $\Lambda$ and $\sigma_L$, a covariance shaped as $e^{-u^2/\Lambda^2}$ needs about 430 nm and one shaped as $e^{-u^2/2\Lambda^2}$ about 610 nm. An offset of 0.1 nm rms, of the kind treated at the end, changes $g$ to $0.03/0.50=0.060$ and the width to 646 nm.

**Q:** Your example has independent edges. Has the factor $1-\rho$ been tried?

**A:** Yes. Pairs of Gaussian edges were simulated with $\rho=0.5$, keeping $\sigma_e=0.5$ nm and $\Lambda=20$ nm. The formula then gives $\sigma_L=\sqrt{2\times0.25\times0.5}=0.50$ nm. With 40,000 devices at each width, the simulated and predicted standard deviations of $\bar L$ were 0.477 and 0.480 nm at $W=5$ nm, and both were 0.212 nm at $W=200$ nm. The rms variations inside the gate also agreed: 0.140 nm from both at 5 nm, and 0.453 nm from both at 200 nm. The test required the variances between and within devices to agree with the formulas to 4%, which allows for sampling error.

**Q:** What would make the formula fail on a real set of devices?

**A:** One case is a length offset that is constant along each gate but differs from device to device. If it is independent of the roughness and has variance $\sigma_0^2$, it adds the constant $\sigma_0^2$ to $C(u)$. The pair-counting rule gives

$$\frac2{W^2}\int_0^W(W-u)\sigma_0^2\,du=\frac{2\sigma_0^2}{W^2}\left(W^2-\frac{W^2}2\right)=\sigma_0^2,$$

$$\operatorname{Var}(\bar L)=\sigma_0^2+\sigma_L^2F(w).$$

Widening the gate then lowers the variance towards a floor $\sigma_0^2$, not towards zero.

The formula can also change if the cross-covariance has a different shape from the edge covariance, or if the roughness is not exponentially correlated. As long as the length variation remains stationary, its actual covariance can be put into the pair-counting rule. If its covariance depends on the position along the width and not only on the separation, one must return to the double integral with a covariance that depends on both positions. The numerical output below gives the remaining widths and the checks of the two limits.

## Computed values

```
mean gate length L0 = 20.0 nm
rms deviation of one edge = 0.500 nm
correlation length = 20.0 nm
cross-edge correlation rho = 0.0
rms local length deviation sigma_L = 0.7071 nm
sigma_L / L0 = 3.536 percent
largest gap, closed form vs integrals = 5.2e-09
(1-F)/w at w = 0.01: 0.332502
F*w/2 at w = 200: 0.995000
F at the crossing w = 2: 0.5677
columns: W (nm), w, F, 1/F, sd of Lbar (nm),
  wide-law sd (nm), rms variation within gate (nm)
     5   0.25 0.92163   1.085 0.6788 2.0000 0.1980
    20   1.00 0.73576   1.359 0.6065 1.0000 0.3635
    40   2.00 0.56767   1.762 0.5328 0.7071 0.4649
   100   5.00 0.32054   3.120 0.4003 0.4472 0.5829
   200  10.00 0.18000   5.556 0.3000 0.3162 0.6403
   400  20.00 0.09500  10.526 0.2179 0.2236 0.6727
  1000  50.00 0.03920  25.510 0.1400 0.1414 0.6931
target sd of Lbar = 0.20 nm
required variance ratio g = 0.0800
required w = 23.956
required width = 479.1 nm
width from leading wide law = 500.0 nm
simulation: rho = 0.5, 40000 devices per width
simulation: sigma_L = 0.5000 nm
columns: W (nm), sd of Lbar simulated, formula (nm),
  rms within gate simulated, formula (nm)
     5 0.4773 0.4800 0.1403 0.1400
    40 0.3779 0.3767 0.3281 0.3288
   200 0.2120 0.2121 0.4530 0.4528
```
